\section*{Choosing Product-Basis Cutoffs and FFT Grids for LAPW Pair Densities}

\section{Definitions and conventions}

Hybrid functionals and $GW$ need products of Bloch states. In a LAPW code these products can be expanded in a mixed product basis, controlled by an angular cutoff $\Lambda$ in the spheres, a plane-wave cutoff $G'$ between them, and FFT grids. This guide derives what these settings do and what they cost. Hartree atomic units are used.

The cell has volume $\Omega$ and non-overlapping spheres of radius $R_a$ at $\boldsymbol\tau_a$. Inside a sphere, with $\mathbf r$ measured from its centre, and in the interstitial region (IR),
\begin{align}
\phi_{n\mathbf k}&=\sum_{lmp}A_{lmp}\,u_{lp}(r)Y_{lm}(\hat{\mathbf r}),\\
\phi_{n\mathbf k}&=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad |\mathbf k+\mathbf G|\le G_{\max}.
\end{align}
The $u_{lp}$ are real and $l\le\ell$. For $p=1,2$ they are $u$ and $\dot u=\partial u/\partial E$ at an energy $E_0$. Where $p=3$ exists, it is a local orbital $f\propto\ddot u+\alpha u+\beta\dot u$, with $\alpha,\beta$ chosen so that $f(R)=f'(R)=0$. It therefore needs no interstitial part. Since
\begin{equation}
u(E)=u+(E-E_0)\dot u+\tfrac12(E-E_0)^2\ddot u+\dots,
\end{equation}
adding $f$ puts the first term missing from $u,\dot u$ into the basis.

The pair density is $\rho=\phi^*_{n\mathbf k}\phi_{n',\mathbf k+\mathbf q}$; subscripts 1 and 2 denote its two states. Its Bloch vector is $\mathbf q$. The basis consists of
\begin{itemize}
\item $B_{LP}(r)Y_{LM}(\hat{\mathbf r})$ in a home-cell sphere, $L\le\Lambda$, with orthonormal $B_{LP}$, continued to the cell at $\mathbf T$ with the factor $e^{i\mathbf q\cdot\mathbf T}$;
\item $\Omega^{-1/2}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$ in the IR and zero in the spheres, $|\mathbf q+\mathbf G|\le G'$.
\end{itemize}
If $\mathbf k+\mathbf q$ lies outside the stored zone, the state is stored at $\mathbf k'=\mathbf k+\mathbf q-\mathbf G_0$. Because $\mathbf k'+\mathbf G=\mathbf k+\mathbf q+(\mathbf G-\mathbf G_0)$, its plane waves are relabelled $\mathbf G\to\mathbf G-\mathbf G_0$; the function is unchanged.

\section{Projections and expansion coefficients}

All integrals run over one cell. Define $P_I=\langle M_I|\rho\rangle$ and $O_{IJ}=\langle M_I|M_J\rangle$. The squared error of an expansion $\sum_I C_IM_I$ is
\begin{equation}
\|\rho\|^2-C^\dagger P-P^\dagger C+C^\dagger OC .
\end{equation}
Setting its derivative with respect to $C^*$ to zero gives $OC=P$, and insertion gives the remaining error:
\begin{equation}
C=O^{-1}P,\qquad \|\delta\rho\|^2=\|\rho\|^2-P^\dagger O^{-1}P.
\label{res}
\end{equation}
Functions in different regions do not overlap. In the spheres $O=1$ and $C=P$. In the IR the plane waves are not orthogonal, and projection and coefficient differ.

\section{The sphere part}

Inserting the sphere expansions separates angles from radii:
\begin{align}
P_{LMP}&=\sum_{\substack{l_1m_1p_1\\l_2m_2p_2}}A^{*}_{1}A_{2}\;\mathcal G\;\mathcal R,\\
\mathcal G&=\int Y^*_{LM}Y^*_{l_1m_1}Y_{l_2m_2}\,d\hat{\mathbf r},\\
\mathcal R&=\int_0^R r^2B_{LP}\,u_{l_1p_1}u_{l_2p_2}\,dr .
\end{align}
Neither $\mathcal G$ nor $\mathcal R$ depends on bands or $\mathbf k$, so both are tabulated once.

The azimuthal integral of $e^{i(m_2-m_1-M)\varphi}$ requires $m_2=m_1+M$. Inversion multiplies the integrand by $(-1)^{L+l_1+l_2}$, so this sum must be even. Angular-momentum coupling requires $|l_1-l_2|\le L\le l_1+l_2$. The powers of $\sin\theta$ add up to $|M|+|m_1|+|m_2|$, which is even because $M+m_1-m_2=0$. The integrand is thus a polynomial in $\cos\theta$ of degree at most $L+l_1+l_2$, which Gauss quadrature with enough nodes integrates without error.

\subsection{How many Gaunt integrals survive}

Take first all $L$ allowed by the triangle, and let $s=\min(l_1,l_2)$, $g=\max(l_1,l_2)$, $t=l_1+l_2-L$. Of the $(2s+1)(2g+1)$ pairs $(m_1,m_2)$, those with $|m_2-m_1|>L$ drop out. Write $m_1=-l_1+a$ and $m_2=l_2-b$. Then $m_2-m_1>L$ means $a+b\le t-1$, which has $t(t+1)/2$ solutions; the opposite sign gives as many. Parity leaves $t=2j$ with $j=0,\dots,s$, so the count is
\begin{align}
n(s,g)&=\sum_{j=0}^{s}\big[(2s+1)(2g+1)-2j(2j+1)\big]\nonumber\\
&=(s+1)\Big[(2s+1)(2g+1)-\tfrac{s(4s+5)}3\Big],
\end{align}
using $\sum_j(4j^2+2j)=s(s+1)(4s+5)/3$. For large arguments $n\simeq4s^2g-\frac43s^3$. Summing over both orders of $l_1,l_2$ up to $\ell$ gives
\begin{equation}
2\int_0^\ell dg\int_0^g ds\,\big(4s^2g-\tfrac43s^3\big)=2\int_0^\ell g^4\,dg=\tfrac25\,\ell^5 .
\end{equation}
This limit is reached slowly. At $\ell=6$ the rules allow 7532 entries, of which 82 vanish accidentally, whereas $\frac25\ell^5$ is about 3110.

Now let $\Lambda$ be smaller than $2\ell$. For given $(l_1,m_1)$ and $(L,M)$, $m_2$ is fixed and $l_2$ takes at most $L+1$ values. Hence
\begin{equation}
N_{\mathcal G}\le(\ell+1)^2\sum_{L=0}^{\Lambda}(2L+1)(L+1),
\end{equation}
of order $\ell^2\Lambda^3$. For $\Lambda\ll\ell$ the count is close to this bound. Raising $\Lambda$ costs more than raising $\ell$ in the same proportion only when $1\ll\Lambda\ll\ell$: at $\ell=40$, $\Lambda=4$, doubling $\Lambda$ multiplies the number of allowed entries by 5.0 and doubling $\ell$ by 4.1. For very small $\Lambda$ the sum has not reached its $\Lambda^3$ growth, and for $\Lambda$ comparable to $\ell$ the conditions $l_2\le\ell$ and $|m_2|\le l_2$ remove more entries. At $\ell=8$, $\Lambda=4$ the count is 57\% of the bound, and the two factors are 3.2 and 4.7.

\subsection{Taking sums out of the pair loop}

For each second state one forms
\begin{equation}
D^{LMP}_{l_1m_1p_1}=\sum_{l_2p_2}\mathcal G\,\mathcal R\,A_{2},\qquad
P_{LMP}=\sum_{l_1m_1p_1}A_{1}^*D^{LMP}_{l_1m_1p_1}.
\end{equation}
With $n_p$ radial functions per $l$ and $n_P$ product functions per $L$, the direct sum costs of order $\ell^2\Lambda^3n_p^2n_P$ per pair. The second contraction costs $\ell^2\Lambda^2n_pn_P$. Building $D$ costs as much as one direct pair, so the rearrangement pays when each second state meets several first states.

\section{The interstitial part}

Let $\Theta_{\mathbf G}=\Omega^{-1}\int_{\rm IR}e^{-i\mathbf G\cdot\mathbf r}d^3r$. The whole-cell integral gives $\delta_{\mathbf G0}$, from which the spheres are subtracted. With $x=GR$,
\begin{equation}
4\pi\int_0^Rr^2\frac{\sin Gr}{Gr}dr=4\pi\frac{\sin x-x\cos x}{G^3}=4\pi R^3\frac{j_1(x)}x ,
\end{equation}
because $j_1(x)=\sin x/x^2-\cos x/x$. Therefore
\begin{equation}
\Theta_{\mathbf G}=\delta_{\mathbf G0}-\sum_a\frac{4\pi R_a^3}{\Omega}\frac{j_1(GR_a)}{GR_a}e^{-i\mathbf G\cdot\boldsymbol\tau_a},
\end{equation}
with $j_1(x)/x\to1/3$ at $G=0$, where $\Theta_0$ is the interstitial volume fraction.

In the projection, the three plane waves combine to $e^{-i(\mathbf G+\mathbf G_1-\mathbf G_2)\cdot\mathbf r}$. Three normalization factors $\Omega^{-1/2}$ and one $\Omega$ from the integral leave
\begin{align}
P_{\mathbf G}&=\Omega^{-1/2}\sum_{\mathbf G_1\mathbf G_2}c^*_{1,\mathbf G_1}c_{2,\mathbf G_2}\Theta_{\mathbf G+\mathbf G_1-\mathbf G_2}\nonumber\\
&=\Omega^{-1/2}\sum_{\mathbf G_1}c^*_{1,\mathbf G_1}d_{\mathbf G+\mathbf G_1},\quad
d_{\mathbf G}=\sum_{\mathbf G_2}\Theta_{\mathbf G-\mathbf G_2}c_{2,\mathbf G_2}.
\end{align}
The step function is applied once per state, through $d$; a correlation remains for each pair.

\subsection{Grid sizes}

An FFT with $N$ points per axis identifies integer indices that differ by $N$. Let the indices of the two states and of the product plane waves be bounded by $m_1$, $m_2$ and $m'$ along each axis, after relabelling.

The correlation uses $d$ for indices up to $m_1+m'$. Its differences from the input indices reach $m_1+m_2+m'$ in magnitude, and these kernel entries stay distinct if
\begin{equation}
N_{\rm step}\ge2(m_1+m_2+m')+1 .
\label{big}
\end{equation}
In the correlation itself, index differences reach $2m_1+m'$. A wrong term can enter a wanted output if its difference has magnitude $N-m'$ or more. This is excluded if $N-m'>2m_1+m'$:
\begin{equation}
N_{\rm pair}\ge2(m_1+m')+1 .
\label{small}
\end{equation}
The larger grid is needed once per state, the smaller one for each pair. Rounding up to a convenient FFT length is harmless.

The kernel must hold the analytic $\Theta_{\mathbf G}$. A step sampled as 0 or 1 has discrete coefficients that mix $\Theta_{\mathbf G}$ with those at indices shifted by multiples of $N$. Since $j_1(x)/x$ falls off as $x^{-2}$, these aliases are not negligible on a small grid, even one that satisfies Eq.~(\ref{big}).

\subsection{Cost of a transform}

For $N$ a power of two, splitting into even and odd points gives $T(N)=2T(N/2)+N/2$ complex multiplications, with $T(1)=0$. Dividing by $N$ shows that $T/N$ grows by $1/2$ per doubling, so $T(N)=\frac N2\log_2N$. A cubic grid has $3N^2$ lines. With the transforms of $c_1$ and $d$ stored, a pair needs one pointwise product and one inverse transform:
\begin{equation}
T_{\rm pair}=3N^2\,\tfrac N2\log_2N+N^3 .
\label{fft}
\end{equation}

\section{What each cutoff controls}

\textbf{Interstitial cutoff.} The pair density contains wave vectors $\mathbf K_2-\mathbf K_1$ with $|\mathbf K_i|\le G_{\max}$. At $G'=2G_{\max}$ they are all in the basis, and
\begin{equation}
C_{\mathbf G}=\Omega^{-1/2}\sum_{\mathbf G_1}c^*_{1,\mathbf G_1}c_{2,\mathbf G+\mathbf G_1}
\end{equation}
is an error-free expansion in the IR, without the step function. The cost is eight times as many functions as at $G'=G_{\max}$, since their number is about $\Omega G'^3/6\pi^2$. There is also a numerical price. For any vector $x$, $x^\dagger Ox$ is the squared norm of the corresponding plane-wave sum over the IR alone. As $G'$ grows, sums concentrated in the spheres become available, and $O$ acquires small eigenvalues. With a smaller $G'$, Eq.~(\ref{res}) is a least-squares fit over the IR alone. Its error cannot exceed that of simply dropping the components beyond $G'$, and it can be much smaller, because the fit is free inside the spheres.

\textbf{Angular cutoff.} The product of two states reaches $L=2\ell$. At the sphere surface, however, a plane wave of wave number $K$ enters channel $l$ with the factor $j_l(KR)$, which is small for $l$ well above $KR$. If small $K$ dominate a state, its high-$l$ parts are weak, and a useful $\Lambda$ can be well below $2\ell$. It should be raised together with $G'$: once one region dominates the residual, refining the other gains little.

\textbf{Radial functions.} The $B_{LP}$ come from products $u_{l_1p_1}u_{l_2p_2}$ allowed for $L$. Their overlap matrix is diagonalized, eigenvectors with small eigenvalues are dropped, and the rest are normalized. Products containing local orbitals belong to this set; they can be omitted only if the remaining products represent them well enough.

\textbf{The constant.} At $\mathbf q=0$ it is useful to include $B=\sqrt{3/R^3}$ for $L=0$. With $Y_{00}=1/\sqrt{4\pi}$, the integral of $\rho$ over a sphere is then $\sqrt{4\pi R^3/3}\,P$, and orthonormality reads
\begin{equation}
\sqrt\Omega\,P_{\mathbf G=0}+\sum_a\sqrt{\tfrac{4\pi R_a^3}3}\,P_{a,00,\rm const}=\delta_{nn'} .
\end{equation}
This checks normalization and that the sphere and interstitial terms are consistent with the overlap matrix used to obtain the states. It tests neither the continuity of the states at the sphere surfaces nor the completeness of the rest of the basis.

\section{Scaling with system size}

Let the number of atoms $N_a$ grow at fixed cutoffs, sphere types and $\mathbf k$ and $\mathbf q$ meshes. Plane waves, grid points and sphere functions each grow as $N_a$, and the number of band pairs as $N_a^2$.
\begin{itemize}
\item Spheres: each atom adds a fixed cost per pair, in total $N_a^3$.
\item IR by FFT: $N_a\log N_a$ per pair, in total $N_a^3\log N_a$.
\item IR by direct correlation with stored $d$: $N_a^2$ per pair, in total $N_a^4$.
\item IR by the triple sum over $\mathbf G,\mathbf G_1,\mathbf G_2$: $N_a^3$ per pair, in total $N_a^5$.
\end{itemize}
Applying $O^{-1}$ to every pair would add $N_a^4$. It can be absorbed: with $v_{IJ}=\langle M_I|v|M_J\rangle$, a Coulomb integral is $C^\dagger vC=P^\dagger(O^{-1}vO^{-1})P$, and the bracket is built once per $\mathbf q$. Contracting this dense matrix with every pair still costs $N_a^4$, so for large cells this contraction dominates over the sphere and FFT projections.

\section{Worked example}

The model is a cubic cell of edge 6 bohr with spheres of radius 2.4 bohr at the corner and 2.2 bohr at the body centre. The potential is $-V_0(1-r^2/R^2)^2$ with $V_0=1.5$ and $1.0$ hartree, and zero in the IR. It is a one-electron model without self-consistency. The settings are $G_{\max}=G'=3\,\mathrm{bohr}^{-1}$, $\ell=8$, $\Lambda=4$ and $E_0=0.2$ hartree, with local orbitals for $l\le2$ and radial products built from $l\le3$. In units of $2\pi/(6\,\mathrm{bohr})$, $\mathbf k=(0.3,0.1,0.2)$ and $\mathbf q=(0.4,0.1,-0.3)$. Their sum $(0.7,0.2,-0.1)$ folds to $(-0.3,0.2,-0.1)$ with $\mathbf G_0=(1,0,0)$.

\subsection{States and grids}

The four lowest energies are $-0.238$, $0.013$, $0.254$ and $0.369$ hartree at both points. They agree because the folded vector is $\mathbf k$ with permuted components and changed signs, a symmetry of this cubic model. The largest deviation from a separate plane-wave calculation is $6\times10^{-5}$ hartree. Without local orbitals it is $2\times10^{-2}$ hartree, so the pair densities would inherit poorer states whatever the product basis.

All three index bounds are 3. Equations~(\ref{big}) and (\ref{small}) give $2\cdot9+1=19$ and $2\cdot6+1=13$ points per axis. On these grids the projections agree with direct quadrature to rounding error. Reducing the pair grid to 11 points causes errors up to $4\times10^{-5}\,\mathrm{bohr}^{-3/2}$. Sampling the step on the 19-point grid causes errors up to $3.5\times10^{-4}\,\mathrm{bohr}^{-3/2}$. For scale, the $\mathbf G=0$ projection of the pair considered next has modulus $4.5\times10^{-3}\,\mathrm{bohr}^{-3/2}$.

\subsection{One pair density}

For band 1 at $\mathbf k$ and band 2 at $\mathbf k+\mathbf q$, consider $\langle e^{i\mathbf q\cdot\mathbf r}|\rho\rangle$. The IR contributes $\sqrt\Omega P_{\mathbf G=0}$, of modulus $\sqrt{216}\times0.00446\approx0.066$. The spheres contribute $\sum_IP_I\langle e^{i\mathbf q\cdot\mathbf r}|M_I\rangle$. After removal of the phase of the total, the real parts add to
\begin{equation}
0.0655+0.2921+0.1033\approx0.461 ,
\end{equation}
which agrees with the plane-wave reference to the digits shown. The IR fills 53\% of the cell but supplies 14\% of this element; the deeper sphere supplies 63\%. Over 32 such elements the largest difference in modulus is $2\times10^{-4}$.

The residual $\|\delta\rho\|/\|\rho\|$, taken separately in each region, guides the cutoffs for this pair:
\begin{center}
\begin{tabular}{ccc}
$G'$ (bohr$^{-1}$) & functions & IR residual\\
2 & 28 & $7.5\times10^{-2}$\\
3 & 98 & $8.6\times10^{-3}$\\
4 & 232 & $4.7\times10^{-4}$
\end{tabular}
\end{center}
In the first sphere, $\Lambda=2,3,4$ leaves $3.5\times10^{-2}$, $1.0\times10^{-2}$ and $4.0\times10^{-3}$, including the effect of the finite radial basis. Each of these ratios refers to the norm of its own region, about $0.017\,\mathrm{bohr}^{-3/2}$ in the IR and $0.067\,\mathrm{bohr}^{-3/2}$ in the first sphere. The regions must be compared in absolute terms, since the squared errors add. The IR at $G'=3\,\mathrm{bohr}^{-1}$ leaves about $1.4\times10^{-4}\,\mathrm{bohr}^{-3/2}$, and the first sphere about $7\times10^{-4}$ at $\Lambda=3$ and $2.7\times10^{-4}$ at $\Lambda=4$. In the second sphere the angular cutoff $\Lambda=4$ leaves a similar amount, about $2.4\times10^{-4}\,\mathrm{bohr}^{-3/2}$. At $G'=3\,\mathrm{bohr}^{-1}$ and $\Lambda=4$ each sphere thus already leaves more than the IR, by a factor near two, and raising $G'$ alone would gain little. These residuals measure how well the product basis represents one low-lying pair density of the computed states. They do not include the error of the states themselves, which are cut at $G_{\max}$, and they are not errors of an exchange or quasiparticle energy. The IR entries depend on that cut: plane-wave states with a cutoff of $6.5\,\mathrm{bohr}^{-1}$ give $7.4\times10^{-2}$, $7.0\times10^{-3}$ and $8.6\times10^{-4}$, so the last entry changes by almost a factor of two.

\subsection{Operation counts}

Each term of a sum is counted as one multiplication. Each sphere has 120 product functions. The 81 $(l,m)$ channels carry two radial functions each, and nine of them a third, so the factorized contraction, if zeros in $D$ are not skipped, needs $120\times(162+9)=20\,520$ multiplications per pair. The direct sum in the first sphere needs $90\,486$, or 4.4 times as many.

In the IR the triple sum needs $98^3\approx9.4\times10^5$ multiplications. With the pair grid rounded up to 16, Eq.~(\ref{fft}) gives $3\cdot16^2\cdot32+16^3=28\,672$. The direct correlation with stored $d$ needs $98^2=9604$, fewer than the FFT in this small cell. With the edge doubled, there are 789 plane waves at the same cutoff. If the product set is equally large, the direct correlation needs about $6.2\times10^5$ multiplications. Index bounds of 6 require 25 points, rounded to 32, and the FFT needs $3\cdot32^2\cdot80+32^3\approx2.8\times10^5$. By this count the advantage has passed to the FFT; actual times also depend on memory access and library efficiency.

\section{Guidance for the settings}

\begin{enumerate}
\item Converge the states first, including local orbitals where the energies of interest lie far from $E_0$. The product basis cannot repair an error in $\phi$.
\item Start with $G'$ near $G_{\max}$ and $\Lambda$ near 4, then raise both until the target energy is stable. The example supports this start only for one pair of low bands in a smooth potential; other pairs, and especially localized $d$ or $f$ states and high empty bands, need their own test.
\item Compare the absolute residuals $\|\delta\rho\|$ of Eq.~(\ref{res}) between the regions to see which one limits the expansion. If it is a sphere, the cause can be $\Lambda$ or the set of radial products.
\item Set the grids by Eqs.~(\ref{big}) and (\ref{small}), with index bounds taken after folding, and use the analytic step coefficients. Recompute the grids whenever $G_{\max}$ or $G'$ changes.
\item For small cells compare the direct correlation with the FFT; for large cells use the FFT, and expect the Coulomb contraction to set the cost if it is done with a dense matrix.
\end{enumerate}
The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell edge 6.0 bohr; sphere radii 2.4, 2.2 bohr
well depths 1.5, 1.0 hartree; linearization energy 0.2 hartree
cutoffs: states 3.0, product plane waves 3.0 1/bohr
lmax 8, largest L 4, products built from l <= 3
local orbitals for l <= 2: 9 per sphere
product-overlap eigenvalue threshold 1e-04
k, q (2pi/edge): [0.3 0.1 0.2] [ 0.4  0.1 -0.3]  folding vector: [1 0 0]
band energies at k (hartree):   [-0.238   0.0127  0.2542  0.369 ]
band energies at k+q (hartree): [-0.238   0.0127  0.2542  0.369 ]
largest energy difference from plane waves: 5.9e-05 hartree
  the same without local orbitals: 2.2e-02 hartree
plane waves: k 98, k+q 98, product set 98
index bounds m1, m2, M: 3 3 3
grid points per axis: step stage 19, pair stage 13
sphere product functions: 120, 120
radial functions for L=0..4, sphere 1: [6, 6, 5, 5, 4]
radial functions for L=0..4, sphere 2: [6, 6, 5, 5, 4]
interstitial fraction of cell: 0.5254
max error vs quadrature: interstitial 6.2e-17, spheres 2.9e-16 bohr^-3/2
error, pair grid 2 points too small: 4.0e-05 bohr^-3/2
error, step sampled as 0 or 1: 3.5e-04 bohr^-3/2
orthonormality error at q=0: 1.2e-15
Pair: band 1 at k, band 2 at k+q
|P| interstitial G=0: 0.00446 bohr^-3/2
|P| sphere 1, constant L=0: 0.03468 bohr^-3/2
|P| sphere 2, constant L=0: 0.01882 bohr^-3/2
matrix element of exp(-iqr), phase of total removed (real shares):
  interstitial 0.06549, sphere 1 0.29207, sphere 2 0.10327
  total modulus 0.46082; plane-wave reference 0.46079
largest modulus difference, 32 matrix elements: 2.1e-04
interstitial residual, cutoff 2.0 1/bohr, 28 functions: 7.51e-02
interstitial residual, cutoff 3.0 1/bohr, 98 functions: 8.55e-03
interstitial residual, cutoff 4.0 1/bohr, 232 functions: 4.69e-04
plain-convolution norm, relative error: 1.8e-14
sphere 1 residual for L <= 2, 3, 4: 3.45e-02 1.02e-02 4.00e-03
Gaunt entries, l <= 2, all L: nonzero 126, accidental zeros 0
Gaunt entries, l <= 4, all L: nonzero 1453, accidental zeros 10
Gaunt entries, l <= 6, all L: nonzero 7450, accidental zeros 82
allowed entries / l^5 at l=400: 0.4059
Gaunt entries in example: 4366, upper bound 7695
sphere 1 multiplications per pair: direct 90486, factorized 20520
interstitial multiplications per pair: triple loop 941192
  FFT on 16^3 grid including pointwise product: 28672
cell volume x1: 98 plane waves, volume law 98.5
cell volume x8: 789 plane waves, volume law 787.9
cell volume x27: 2663 plane waves, volume law 2659.1
\end{verbatim}
